# Why relaxed film lines bend an isotropic substrate into a saddle

**Q:** A film patterned into parallel lines pulls on its substrate along the lines. If the transverse stress in the lines has relaxed, nothing pulls across them. Why should the plate curve in that direction at all?

**A:** Because a plate bent in one direction also responds in the other. Let \(x\) run along the lines, \(y\) across them, and \(z\) upward from the mid-plane of the substrate, with the lines on top. Count a curvature as positive when the plate is concave towards the film. Lines in tension then give \(\kappa_x>0\).

This bending shortens the upper half of the substrate along \(x\) and stretches the lower half. By Poisson's effect the upper half widens along \(y\) and the lower half narrows. A plate that is wider at the top than at the bottom is convex towards the film, so \(\kappa_y<0\). The surface is a saddle. Keeping \(\kappa_y=0\) would need a transverse moment, and relaxed lines supply none.

**Q:** That gives a sign. I want the magnitude, and I do not accept a uniform film as a stand-in for separate lines. The stress beneath the line edges is far from uniform.

**A:** Then keep the non-uniform field. Take lines of width \(w\), height \(h\) and pitch \(p\), bonded to a homogeneous isotropic plate of thickness \(H\), Young's modulus \(E\) and Poisson's ratio \(\nu\). The materials are linear, deflections are small, and no outside load acts. The lines cover the whole plate, up to its edges. We look several plate thicknesses away from those edges, since the disturbance there dies out over a distance of order \(H\); the period is much smaller than \(H\). Full coverage is essential: a bare or unpatterned region restrains the bending over the lateral size of the plate, not over \(H\). The displacements are

\[
u_x=(e_x-\kappa_x z)x,\qquad
u_y=(e_y-\kappa_y z)y+v(y,z),
\]
\[
u_z=\tfrac12\kappa_x x^2+\tfrac12\kappa_y y^2+\eta(y,z).
\]

Here \(e_x,e_y\) are mean strains at the mid-plane, and \(v,\eta\) repeat with period \(p\) along \(y\). They hold all the local distortion. A ripple \(u_x(y,z)\) is absent because the reflection \(x\to-x\) leaves the problem unchanged but would reverse that ripple. The same symmetry excludes twist.

Differentiation gives

\[
\varepsilon_{xx}=e_x-\kappa_x z,\qquad
\varepsilon_{yy}=e_y-\kappa_y z+\frac{\partial v}{\partial y},\qquad
\varepsilon_{zz}=\frac{\partial\eta}{\partial z}.
\]

In the shear strain \(\gamma_{yz}=\partial u_y/\partial z+\partial u_z/\partial y\), the terms \(-\kappa_y y\) and \(+\kappa_y y\) cancel, leaving \(\partial v/\partial z+\partial\eta/\partial y\). In \(\gamma_{xz}\) the terms \(\mp\kappa_x x\) cancel completely. The strain is therefore the same in every period, as a uniformly bent plate requires.

**Q:** The unknown \(v\) is still in \(\varepsilon_{yy}\).

**A:** It drops out of an average. At a fixed height \(z\) inside the substrate, average over one period and mark the result by a bar. The substrate is continuous along \(y\), so

\[
\frac1p\int_0^p\frac{\partial v}{\partial y}\,dy=\frac{v(p,z)-v(0,z)}p=0 .
\]

Hence

\[
\bar\varepsilon_{xx}=e_x-\kappa_x z,\qquad
\bar\varepsilon_{yy}=e_y-\kappa_y z .
\]

**Q:** To turn these into stresses you will now assume plane stress. Near the line edges \(\sigma_{zz}\) is certainly not zero.

**A:** Locally it is not, but its average is. Cut the plate horizontally at height \(z\) and consider the material above the cut in one period. The upper surface is free. The vertical shear forces on the two side faces are equal and opposite by periodicity, and the end faces carry no vertical force because \(\gamma_{xz}=0\). Vertical balance leaves \(\bar\sigma_{zz}=0\).

Since Hooke's law is linear and the substrate homogeneous, it also holds between the averages:

\[
E\bar\varepsilon_{xx}=\bar\sigma_{xx}-\nu\bar\sigma_{yy},\qquad
E\bar\varepsilon_{yy}=\bar\sigma_{yy}-\nu\bar\sigma_{xx}.
\]

Add \(\nu\) times the second equation to the first. The terms in \(\bar\sigma_{yy}\) cancel, and

\[
\bar\sigma_{xx}=\frac{E}{1-\nu^2}\left(\bar\varepsilon_{xx}+\nu\bar\varepsilon_{yy}\right).
\]

Exchanging \(x\) and \(y\) gives \(\bar\sigma_{yy}\). The averaged substrate obeys the plane-stress law at every depth, although the local field does not.

**Q:** Now connect this with the lines.

**A:** Multiply the averaged stress by \(z\) and integrate from \(-H/2\) to \(H/2\). The terms in \(e_x,e_y\) are odd in \(z\) after the multiplication and vanish. With \(\int z^2dz=H^3/12\),

\[
\int\bar\sigma_{xx}z\,dz=-D(\kappa_x+\nu\kappa_y),\qquad
\int\bar\sigma_{yy}z\,dz=-D(\kappa_y+\nu\kappa_x),
\]
\[
D=\frac{EH^3}{12(1-\nu^2)} .
\]

The lines contribute their own moments about the same mid-plane, per unit width of plate:

\[
m_x=\frac1p\int_{\rm line}\sigma_{xx}z\,dA,\qquad
m_y=\frac1p\int_{\rm line}\sigma_{yy}z\,dA .
\]

The integrals run over the cross-section of one line. A vertical cut through a free plate transmits no total force and no total moment. This holds for cuts across \(x\), taken over a period, and for each cut across \(y\), which may then be averaged over a period. Substrate and line moments therefore add to zero:

\[
D(\kappa_x+\nu\kappa_y)=m_x,\qquad
D(\kappa_y+\nu\kappa_x)=m_y .
\]

Full transverse relaxation means that the lines carry neither transverse force nor transverse moment. Then \(m_y=0\), and since \(D\neq0\),

\[
\boxed{\kappa_y=-\nu\,\kappa_x}
\]

The Poisson's ratio is that of the substrate, because the relation is the substrate's answer to a moment about one axis. No thin-film approximation was used. A thicker film changes \(m_x\), but leaves the ratio alone as long as \(m_y=0\).

**Q:** Your condition is \(m_y=0\). What if the relaxation is incomplete?

**A:** Solve the pair for general moments. Subtracting \(\nu\) times the second equation from the first removes \(\kappa_y\), and the reverse operation removes \(\kappa_x\):

\[
D(1-\nu^2)\kappa_x=m_x-\nu m_y,\qquad
D(1-\nu^2)\kappa_y=m_y-\nu m_x .
\]

Divide the second by the first and set \(\rho=m_y/m_x\):

\[
\frac{\kappa_y}{\kappa_x}=\frac{\rho-\nu}{1-\nu\rho}.
\]

There are three instructive cases. For \(\rho=0\) the ratio is \(-\nu\). For \(\rho=\nu\) the plate is a cylinder, with no transverse curvature. For \(\rho=1\), an unpatterned film with equal stress in both directions, the ratio is \(+1\) and the plate is a shallow bowl.

**Q:** Why should tall, narrow lines have a small \(\rho\)? They are still bonded along their whole base, and making them taller does not loosen the bond.

**A:** The stress at the base does not disappear. Its share of the whole line becomes small. Let \(\varepsilon_m\) be the elastic strain that an unpatterned film needs in order to fit the substrate, positive for tension, and let \(E_f,\nu_f\) be the film's elastic constants. Far above the base, the state

\[
\sigma_{xx}=E_f\varepsilon_m,\qquad \sigma_{yy}=\sigma_{zz}=0
\]

satisfies the free side walls and the free top. The small strain of the substrate is neglected here. This state does not fit the base, which resists transverse contraction.

The misfit causes an additional stress. Through any horizontal cut in the line that stress transmits no net force or moment in the \(yz\) plane, because nothing loads the part above the cut. By Saint-Venant's principle it decays over a height of order \(w\).

The transverse stress thus has a size of order \(E_f\varepsilon_m\) in an area of order \(w^2\), whereas the longitudinal stress fills the area \(wh\). For a film much thinner than the substrate, both act at nearly the same lever arm, \(H/2\). Consequently

\[
\rho\simeq\frac{c\,w^2E_f\varepsilon_m}{wh\,E_f\varepsilon_m}=c\,\frac wh .
\]

The number \(c\) depends on the elastic constants and on \(w/p\), but not on \(h\) once the line is tall. To first order in \(\rho\),

\[
\frac{\kappa_y}{\kappa_x}\simeq(\rho-\nu)(1+\nu\rho)
\simeq-\nu+(1-\nu^2)\,c\,\frac wh .
\]

So \(-\nu\) is a limit for tall lines, approached in proportion to \(w/h\).

**Q:** Scaling arguments hide numbers. If \(c\) were 5, the limit would be useless.

**A:** Then take a definite case: aluminium lines on fused silica, in the manner of a wire-grid polarizer. Let \(w=50\) nm, \(h=200\) nm, \(p=140\) nm and \(H=0.50\) mm. Rough elastic constants are \(E_f=70\) GPa and \(\nu_f=0.35\) for the film, \(E=72\) GPa and \(\nu=0.17\) for the substrate.

I solved the elastic problem of one period by finite elements, with \(e_x,e_y,\kappa_x,\kappa_y\) among the unknowns and no relaxation assumed. Width, pitch and materials were held fixed while the height varied:

| \(h/w\) | \(\rho\) | \(\kappa_y/\kappa_x\) |
|---:|---:|---:|
| 1 | 0.0990 | −0.0722 |
| 4 | 0.0254 | −0.1452 |
| 16 | 0.0064 | −0.1638 |
| 32 | 0.0032 | −0.1669 |

For the tallest line \(c\) is about 0.10. A term proportional to \(w/h\) halves when the height doubles, so twice the last ratio minus the one before removes it:

\[
2(-0.1669)-(-0.1638)=-0.1700 .
\]

This is \(-\nu\) to the digits shown.

**Q:** One pair of materials cannot show whose Poisson's ratio sets the limit.

**A:** With \(\nu=0.30\) for the substrate and \(\nu_f=0.20\) for the film, the same extrapolation gives \(-0.3000\). The film's value does not set the limit. It does enter the size of both curvatures when the film is specified by the stress it had before patterning.

**Q:** How does it do that, if the lines are relaxed?

**A:** Through the longitudinal stress. In an unpatterned film the two in-plane stresses are equal, \(\sigma_b\), and \(\sigma_{zz}=0\). Hooke's law gives \(E_f\varepsilon_m=(1-\nu_f)\sigma_b\). In a fully relaxed line it gives \(\sigma_{xx}=E_f\varepsilon_m\). Cutting the film into lines therefore lowers the longitudinal stress as well:

\[
\sigma_\ell=E_f\varepsilon_m=(1-\nu_f)\sigma_b .
\]

For a rough unpatterned stress of 100 MPa, \(\sigma_\ell=0.65\times100=65\) MPa. Spread over the pitch, the force per unit width is

\[
f=\sigma_\ell\,\frac{hw}{p}
=65\ {\rm MPa}\times200\ {\rm nm}\times\frac{50}{140}
=4.64\ {\rm N/m}.
\]

For \(h\ll H\) the lever arm is \(H/2\), so \(m_x=fH/2\). With \(m_y=0\) and \(D(1-\nu^2)=EH^3/12\),

\[
\kappa_x=\frac{12}{EH^3}\,\frac{fH}{2}=\frac{6f}{EH^2}
=\frac{6\times4.64}{72\times10^9\,(5.0\times10^{-4})^2}\ {\rm m^{-1}} .
\]

This is 1.55 km\(^{-1}\), a radius of about 646 m. The transverse curvature is \(-0.17\times1.548=-0.263\) km\(^{-1}\).

**Q:** Does the same reasoning return the familiar result for an unpatterned film?

**A:** Put \(m_x=m_y=\sigma_b hH/2\) into the general solution:

\[
\kappa=\frac{(1-\nu)\,m_x}{D(1-\nu^2)}
=\frac{12(1-\nu)}{EH^3}\,\frac{\sigma_bhH}{2}
=\frac{6(1-\nu)\sigma_bh}{EH^2}.
\]

This is Stoney's formula. It gives 5.533 km\(^{-1}\) for a 200 nm film, while the finite-element solution gives 5.525 km\(^{-1}\) in both directions. The difference, between 0.1 and 0.2 percent, is a few times \(h/H=0.0004\), the order of the terms dropped for a thin film.

The relaxed lines give less curvature for two reasons: they cover a fraction \(50/140\) of the surface, and their stress is lower by the factor 0.65. A third factor works the other way, since the opposing transverse moment is gone and \(1-\nu=0.83\) no longer appears. Together,

\[
\frac{\kappa_x}{\kappa}=\frac{50}{140}\times\frac{0.65}{0.83}=0.280,
\]

and \(0.280\times5.533=1.55\) km\(^{-1}\), as before.

**Q:** Your example has \(h/w=4\). Is that tall enough to call the lines relaxed?

**A:** For \(\kappa_x\), nearly. For \(\kappa_y\), only roughly. The full solution gives \(\kappa_x=1.555\) km\(^{-1}\) and \(\kappa_y=-0.226\) km\(^{-1}\). The first is 0.5 percent above the relaxed formula. The second is 14 percent smaller in magnitude than its relaxed value.

The cause is a mean transverse stress of just 1.67 MPa, beside 65.55 MPa along the line. It matters because it competes with \(\nu m_x\), which is itself small in silica. With \(\rho=0.0254\),

\[
\frac{\kappa_y}{\kappa_x}=\frac{0.0254-0.17}{1-0.17\times0.0254}=-0.145,
\]

in agreement with the table.

The longitudinal curvature changes little because two effects partly cancel. Vertical balance on horizontal cuts makes the mean \(\sigma_{zz}\) in the line zero. Hooke's law then raises the mean longitudinal stress by about \(\nu_f\times1.67=0.58\) MPa, or 0.9 percent. The term \(-\nu m_y\) lowers the curvature by \(0.17\times0.0254\), or 0.4 percent.

**Q:** How tall must the lines be before I may use \(-\nu\) to within 10 percent?

**A:** Require the correction to be at most \(0.1\nu\):

\[
\frac hw\ge\frac{(1-\nu^2)c}{0.1\,\nu}
=\frac{0.971\times0.103}{0.017}\approx5.9 .
\]

The full solution at this height gives \(-0.1531\), which is 10 percent from \(-0.17\) in magnitude. The number 5.9 belongs to these materials and this \(w/p\). If \(c\) stayed the same, a substrate with smaller \(\nu\) would need taller lines, because the same residual moment would be compared with a smaller Poisson response.

**Q:** Could I turn this around and measure the residual transverse stress from the two curvatures?

**A:** In principle, yes: \(m_y=D(\kappa_y+\nu\kappa_x)\). For the example,

\[
\kappa_y+\nu\kappa_x=-0.226+0.17\times1.555=0.038\ {\rm km^{-1}} .
\]

With \(D=0.772\) N m this gives \(m_y=3.0\times10^{-5}\) N. Dividing by \(H/2\) gives a force of 0.12 N/m, and dividing that by \(hw/p=71.4\) nm gives about 1.7 MPa, the stress found directly.

The difference is delicate, however. An error of 0.01 in \(\nu\) changes the sum by \(0.01\times1.555=0.016\) km\(^{-1}\), about 40 percent of its value. The longitudinal stress is much less sensitive.

**Q:** Would a real plate show the saddle? Curvatures per kilometre do not sound encouraging.

**A:** Over a diameter \(L=100\) mm the bow is \(\kappa L^2/8\): 1.93 µm along the lines and \(-0.33\) µm across them in the relaxed limit. Gravity is larger. A silica disc of this size, simply supported at its rim, sags by about 6.0 µm according to small-deflection plate theory. A full rim is also the wrong support for this measurement: the weight holds the plate against a flat rim, which keeps the edge level and hides the saddle. Rest the plate instead on the same three points before and after the film process. Three points leave it free to take up the saddle, and the sag cancels in the difference.

Temperature matters too. Aluminium expands more than silica by roughly 23 ppm/K, so the tension in a relaxed line falls by \(70\ {\rm GPa}\times23\times10^{-6}=1.6\) MPa per kelvin of heating. That is about 2.5 percent of 65 MPa. With fixed elastic constants, and as long as the aluminium does not yield, both curvatures scale together, so their ratio is unaffected.

**Q:** A saddle cannot be made from a flat sheet without stretching it. Where is that stretching in your theory?

**A:** It is neglected, and this is the small-deflection condition. The stretching strain is of order \(|\kappa_x\kappa_y|L^2\), up to a numerical factor that I have not worked out. The bending strain at the surface is \(\kappa_xH/2\). Their ratio is

\[
\frac{2|\kappa_y|L^2}{H}
=\frac{2\times0.263\times10^{-3}\times(0.1)^2}{5.0\times10^{-4}}\approx0.01 .
\]

The factor multiplies this estimate, so it is a scale and not a bound. For the curvature ratio the better measure is \(\kappa_xL^2/H\), here 0.03. The stretching force, of order \(EH|\kappa_x\kappa_y|L^2\), acts through \(\kappa_x\) as a load that competes with \(D|\kappa_y|/L^2\), so the relative change in \(\kappa_y\) scales as \((\kappa_xL^2/H)^2\). A small \(\nu\) lowers the estimate above without protecting the ratio. A wider or thinner plate, or a much higher film stress, can break the condition. The plate then resists the saddle, and the local moment balance without stretching forces no longer suffices.

**Q:** How close is this model to an actual wire grid, and may I carry the result over to a silicon wafer?

**A:** The dimensions are rough typical values for a visible-light grid. The stress of 100 MPa is a plausible round value, but real film stress depends strongly on deposition and thermal history. The assumption that such a grid breaks most clearly within this model is full relaxation, which moves \(\kappa_y\) by the 14 percent found above. Sloping walls, plastic flow at the foot and etching into the silica are not included, and I have no number for them. Coverage matters as much as relaxation. For fully relaxed lines on a free 100 mm silica disc, small-deflection plate theory gives a ratio at the centre of about \(-0.145\) if a rim 5 mm wide is left bare, and a ratio near \(+1/3\) if the lines fill only a small central patch.

Silicon breaks a different assumption, isotropy. With \(m_y=0\), the averaged bending stress in the substrate is uniaxial along the lines, so the ratio is minus the transverse contraction ratio for that crystal direction. On a (001) wafer, the rough elastic constants in the program give about \(-0.28\) for fully relaxed lines along \(\langle100\rangle\) and about \(-0.06\) along \(\langle110\rangle\). A single Poisson's ratio for silicon cannot serve both orientations. Lines at an angle between these two directions would also twist the plate. Fused silica avoids this difficulty because it is isotropic. The program and its output list the remaining heights and the values used here.

## Computed values

```
line width 50 nm, height 200 nm, pitch 140 nm
substrate thickness 0.50 mm
plate diameter 100 mm
film: E 70 GPa, Poisson 0.35
substrate: E 72 GPa, Poisson 0.17
blanket film stress 100 MPa
mismatch strain 9.286e-04
relaxed line stress 65.0 MPa
relaxed force per width 4.643 N/m
blanket curvature, Stoney 5.533 1/km
blanket curvature, computed 5.525 1/km
blanket ratio ky/kx, computed 1.00000
relaxed formula kx 1.548 1/km
relaxed formula ky -0.263 1/km
relaxed radius along lines 646 m
relaxed bow along x 1.93 um, along y -0.33 um
full solution kx 1.555 1/km
full solution ky -0.226 1/km
full mean stress along 65.55 MPa
full mean stress across 1.67 MPa
full ratio ky/kx -0.1452, finer mesh -0.1452
height/width | moment ratio rho | ky/kx
  1 | 0.0990 | -0.0722
  2 | 0.0504 | -0.1206
  4 | 0.0254 | -0.1452
  8 | 0.0128 | -0.1576
 16 | 0.0064 | -0.1638
 32 | 0.0032 | -0.1669
stress share times height/width, tall lines 0.103
limit of ky/kx for infinite height -0.1700
second pair: Poisson substrate 0.30, film 0.20
second pair: limit of ky/kx -0.3000
height/width for 10 percent accuracy 5.9
ky/kx computed at that height -0.1531
gravity sag, rim support 6.03 um
bow over thickness 0.0039
thermal expansion difference 22.5 ppm/K
line stress drift 1.57 MPa/K
drift relative to stress 2.4 %/K
silicon (001), lines along <100>: ky/kx -0.278
silicon (001), lines along <110>: ky/kx -0.061
```
